**Matano plane and Kirkendall markers in a binary diffusion couple**

For constant site volume, the Matano plane stays at the original contact $x=0$, while contact markers move to $x_K=\xi_K\sqrt t$, with $\xi_K/2=(D_A-D_B)\,dN/d\xi$ evaluated at $\xi_K$. Here $N$ is the site fraction of A, $\xi=x/\sqrt t$, and $D_A$ and $D_B$ are the intrinsic diffusivities relative to the lattice. The program solves the similarity equation and compares it with a simulation of lattice-fixed cells that exchange atoms by intrinsic fluxes alone. It asserts agreement of the profiles and marker positions for three couples with the same interdiffusion coefficient, as well as the $\sqrt t$ growth of the marker shift in the first couple. For $D_A=0.010$ and $D_B=0.002\ \mu\mathrm{m^2/s}$, the marker lies at $-37.79\ \mu$m after 100 h in both calculations. In the other two couples the contact marker stays within $0.07\ \mu$m of the Matano plane, although in one of them a marker placed elsewhere moves by about $9\ \mu$m. The program also asserts that atom counts at the marker recover both intrinsic diffusivities. With the marker as origin, the two-sided Boltzmann–Matano integral at $N=0.5$ gives 0.00163 and $0.01037\ \mu\mathrm{m^2/s}$ instead of 0.00600.

## Numerical verification

```python
# Result under test: in a binary couple with constant site volume the Matano
# plane (composition balance) stays at the original contact x = 0, while inert
# markers move to x_K = xi_K*sqrt(t), xi_K/2 = (D_A - D_B) dN/dxi at xi_K.
# The planes coincide only if D_A = D_B at the Matano composition (single root).
# N: site fraction of A (1 at far left, 0 at far right); xi = x/sqrt(t);
# D_A, D_B: intrinsic diffusivities relative to the lattice, in um^2/s;
# D_mix = (1-N) D_A + N D_B: interdiffusion coefficient.
# Independent road: lattice-fixed cells exchange atoms by intrinsic fluxes only;
# each cell width follows from its atom content, and markers are cell edges.
import numpy as np
from scipy.integrate import (solve_bvp, solve_ivp, trapezoid,
                             cumulative_trapezoid)
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

DA0, DB0 = 0.010, 0.002       # um^2/s
t_end = 3.6e5                 # s
root_t = np.sqrt(t_end)
half_length = 480.0           # um
slope3 = 0.010                # um^2/s, slope of D_A - D_B in couple 3


def D_mix(N):
    return (1 - N) * DA0 + N * DB0


# ---------- similarity solution: unknowns N and q = D_mix dN/dxi ----------
xi_max = half_length / root_t
grid = np.linspace(-xi_max, xi_max, 401)
D_guess = 0.5 * (DA0 + DB0)
guess = np.array([0.5 * erfc(grid / (2 * np.sqrt(D_guess))),
                  -np.sqrt(D_guess / (4 * np.pi))
                  * np.exp(-grid**2 / (4 * D_guess))])
similarity = solve_bvp(
    lambda xi, y: np.array([y[1] / D_mix(y[0]),
                            -xi * y[1] / (2 * D_mix(y[0]))]),
    lambda left, right: np.array([left[0] - 1, right[0]]),
    grid, guess, tol=1e-8, max_nodes=50000)
assert similarity.success


def profile(xi):
    return similarity.sol(xi)[0]


def gradient(xi):
    N, q = similarity.sol(xi)
    return q / D_mix(N)


N_matano = float(profile(0.0))
fine = np.linspace(-xi_max, xi_max, 8001)
matano_xi = trapezoid(fine * gradient(fine), fine) / trapezoid(
    gradient(fine), fine)
assert abs(matano_xi * root_t) < 0.01


def marker_drift(xi, difference):
    return difference(profile(xi)) * gradient(xi) - xi / 2


def difference1(N):
    return (DA0 - DB0) + 0 * N


def difference3(N):
    return slope3 * (N - N_matano)


xi_K = brentq(lambda xi: marker_drift(xi, difference1), -0.5, 0.0)
x_K = xi_K * root_t
# a grid with an even number of points avoids a node exactly at a root
count_grid = np.linspace(-xi_max, xi_max, 8000)
root_counts = []
for difference in (difference1, difference3):
    signs = np.sign(marker_drift(count_grid, difference))
    root_counts.append(int(np.sum(signs[1:] != signs[:-1])))
assert root_counts == [1, 1]

steepest = minimize_scalar(gradient, bounds=(-0.3, 0.2), method="bounded",
                           options={"xatol": 1e-8})
x_steepest = steepest.x * root_t
assert abs(x_steepest - x_K) < 0.5

# ---------- lattice-cell simulation ----------
n_cells = 800
middle = n_cells // 2
stretch = 4.0
edges0 = half_length * np.sinh(
    stretch * np.linspace(-1, 1, n_cells + 1)) / np.sinh(stretch)


def simulate(D_A, D_B):
    widths0 = np.diff(edges0)
    start = np.zeros(2 * n_cells)
    start[0:2 * middle:2] = widths0[:middle]          # A atoms on the left
    start[2 * middle + 1::2] = widths0[middle:]       # B atoms on the right

    def rate(t, amounts):
        a, b = amounts[0::2], amounts[1::2]
        width = a + b
        N = a / width
        slope = np.diff(N) / (0.5 * (width[1:] + width[:-1]))
        N_edge = 0.5 * (N[1:] + N[:-1])
        flux_A = -D_A(N_edge) * slope
        flux_B = D_B(N_edge) * slope
        change = np.zeros_like(amounts)
        change[0:-2:2] -= flux_A
        change[2::2] += flux_A
        change[1:-2:2] -= flux_B
        change[3::2] += flux_B
        return change

    run = solve_ivp(rate, (0, t_end), start, method="LSODA", lband=3, uband=3,
                    t_eval=[t_end / 4, t_end], rtol=1e-7, atol=1e-9)
    assert run.success
    states = []
    for k in range(2):
        a, b = run.y[0::2, k], run.y[1::2, k]
        edges = -half_length + np.concatenate(([0.0], np.cumsum(a + b)))
        states.append((edges, a, b))
    return states


couples = [
    (lambda N: DA0 + 0 * N, lambda N: DB0 + 0 * N),
    (D_mix, D_mix),
    (lambda N: D_mix(N) + N * difference3(N),
     lambda N: D_mix(N) - (1 - N) * difference3(N))]
composition = np.linspace(0, 1, 1001)
min_D3 = min(couples[2][0](composition).min(), couples[2][1](composition).min())
assert min_D3 > 0

runs = [simulate(*pair) for pair in couples]
markers, profile_errors, matano_from_marker = [], [], []
for run in runs:
    edges, a, b = run[1]
    centres = 0.5 * (edges[1:] + edges[:-1])
    N = a / (a + b)
    markers.append(edges[middle])
    profile_errors.append(np.max(np.abs(N - profile(centres / root_t))))
    distance = centres - edges[middle]      # as measured from the marker
    matano_from_marker.append(trapezoid(distance, N) / (N[-1] - N[0]))

# tolerances cover the start-up error of cells about 0.2 um wide at the contact
assert max(profile_errors) < 2e-3
assert abs(markers[0] - x_K) < 0.3
assert abs(matano_from_marker[0] + x_K) < 0.3
assert abs(markers[1]) < 0.05
assert abs(markers[2]) < 0.5
marker_quarter = runs[0][0][0][middle]
assert abs(markers[0] / marker_quarter - 2) < 0.02

# ---------- couple 3: a marker away from the contact does move ----------
off_index = int(np.argmin(np.abs(edges0 + 40.0)))
x_off_start = edges0[off_index]
x_off_cells = runs[2][1][0][off_index]


def lattice_velocity3(t, x):
    xi = x[0] / np.sqrt(t)
    if abs(xi) > xi_max:
        return [0.0]
    return [float(difference3(profile(xi)) * gradient(xi)) / np.sqrt(t)]


path = solve_ivp(lattice_velocity3, (1.0, t_end), [x_off_start],
                 rtol=1e-7, atol=1e-8, max_step=t_end / 200)
x_off_theory = path.y[0, -1]
assert path.success
assert abs(x_off_cells - x_off_theory) < 0.3
assert abs(x_off_cells - x_off_start) > 1.0

# ---------- intrinsic diffusivities from atom counts at the marker ----------
edges, a, b = runs[0][1]
centres = 0.5 * (edges[1:] + edges[:-1])
N = a / (a + b)
gain_A = a[:middle].sum() - half_length
gain_B = b[:middle].sum()
slope_K = (N[middle] - N[middle - 1]) / (centres[middle] - centres[middle - 1])
DA_found = gain_A / (2 * t_end * slope_K)
DB_found = -gain_B / (2 * t_end * slope_K)
assert abs(DA_found / DA0 - 1) < 0.02
assert abs(DB_found / DB0 - 1) < 0.02

# ---------- Boltzmann-Matano integral with right and wrong origin ----------
slope_all = np.gradient(N, centres)
x_half = brentq(lambda x: np.interp(x, centres, N) - 0.5, -200, 200)
slope_half = np.interp(x_half, centres, slope_all)


def two_sided_D(origin):
    area = cumulative_trapezoid(centres - origin, N, initial=0)
    area_half = np.interp(x_half, centres, area)
    from_left = -area_half / (2 * t_end * slope_half)
    from_right = (area[-1] - area_half) / (2 * t_end * slope_half)
    return from_left, from_right


right_origin = two_sided_D(markers[0] + matano_from_marker[0])
wrong_origin = two_sided_D(markers[0])
for value in right_origin:
    assert abs(value / D_mix(0.5) - 1) < 0.02
xi_half = brentq(lambda xi: profile(xi) - 0.5, -0.3, 0.3)
gap_theory = xi_K / (2 * gradient(xi_half))
assert abs((wrong_origin[1] - wrong_origin[0]) / gap_theory - 1) < 0.02

# ---------- output ----------
print(f"Couple 1: D_A = {DA0:.4f} um^2/s, D_B = {DB0:.4f} um^2/s")
print(f"Anneal time = {t_end:.3e} s = {t_end/3600:.0f} h")
print(f"sqrt(t) = {root_t:.1f} s^0.5")
print(f"Half length of couple = {half_length:.0f} um, cells = {n_cells}")
print(f"Cell width at contact at start = {np.diff(edges0)[middle]:.3f} um")
print("Similarity solution (profile common to all couples)")
print(f"  Matano plane from integral = {abs(matano_xi*root_t):.3f} um (size)")
print(f"  Matano composition N_M = {N_matano:.4f}")
print(f"  dN/dx at Matano plane = {gradient(0.0)/root_t:.6f} 1/um")
print(f"  position of N = 0.5: {xi_half*root_t:.2f} um")
print("Couple 1, constant unequal D_A and D_B")
print(f"  xi_K = {xi_K:.5f} um/s^0.5")
print(f"  marker x_K, similarity = {x_K:.2f} um")
print(f"  marker x_K, cells = {markers[0]:.2f} um")
print(f"  marker at t/4, cells = {marker_quarter:.2f} um")
print(f"  ratio of marker shifts, t to t/4 = {markers[0]/marker_quarter:.4f}")
print(f"  Matano plane measured from marker = {matano_from_marker[0]:.2f} um")
print(f"  composition at marker N_K = {float(profile(xi_K)):.4f}")
print(f"  dN/dx at marker = {gradient(xi_K)/root_t:.6f} 1/um")
print(f"  steepest point of profile = {x_steepest:.2f} um")
v_K = (DA0 - DB0) * gradient(xi_K) / root_t
v_M = (DA0 - DB0) * gradient(0.0) / root_t
print(f"  lattice velocity at marker, t_end = {v_K:.3e} um/s")
print(f"  lattice velocity at Matano plane, t_end = {v_M:.3e} um/s")
print("Couple 2, D_A = D_B = D_mix(N)")
print(f"  marker, cells = {abs(markers[1]):.3f} um (size)")
print("Couple 3, D_A - D_B = slope*(N - N_M)")
print(f"  slope = {slope3:.3f} um^2/s, smallest D = {min_D3:.5f} um^2/s")
print(f"  contact marker, cells = {abs(markers[2]):.3f} um (size)")
print(f"  other marker: start = {x_off_start:.2f} um")
print(f"  other marker: end, cells = {x_off_cells:.2f} um")
print(f"  other marker: end, velocity law = {x_off_theory:.2f} um")
print(f"Roots of marker equation, couples 1 and 3: {root_counts}")
print("Largest profile error of cells against similarity, couples 1, 2, 3:")
print("  " + ", ".join(f"{e:.1e}" for e in profile_errors))
print("Atom count left of marker, couple 1 (as lattice thickness)")
print(f"  gain of A = {gain_A:.2f} um, gain of B = {gain_B:.2f} um")
print(f"  sum of gains = {gain_A+gain_B:.2f} um")
print(f"  recovered D_A = {DA_found:.5f} um^2/s")
print(f"  recovered D_B = {DB_found:.5f} um^2/s")
print("Interdiffusion coefficient at N = 0.5 from couple 1 profile")
print(f"  true value = {D_mix(0.5):.5f} um^2/s")
print(f"  Matano origin: from left = {right_origin[0]:.5f} um^2/s,"
      f" from right = {right_origin[1]:.5f} um^2/s")
print(f"  marker origin: from left = {wrong_origin[0]:.5f} um^2/s,"
      f" from right = {wrong_origin[1]:.5f} um^2/s")
print(f"  gap predicted by xi_K/(2 dN/dxi) = {gap_theory:.5f} um^2/s")
print("success")
```

It prints:

```
Couple 1: D_A = 0.0100 um^2/s, D_B = 0.0020 um^2/s
Anneal time = 3.600e+05 s = 100 h
sqrt(t) = 600.0 s^0.5
Half length of couple = 480 um, cells = 800
Cell width at contact at start = 0.176 um
Similarity solution (profile common to all couples)
  Matano plane from integral = 0.000 um (size)
  Matano composition N_M = 0.4408
  dN/dx at Matano plane = -0.005633 1/um
  position of N = 0.5: -10.17 um
Couple 1, constant unequal D_A and D_B
  xi_K = -0.06299 um/s^0.5
  marker x_K, similarity = -37.79 um
  marker x_K, cells = -37.79 um
  marker at t/4, cells = -18.90 um
  ratio of marker shifts, t to t/4 = 2.0000
  Matano plane measured from marker = 37.79 um
  composition at marker N_K = 0.6757
  dN/dx at marker = -0.006561 1/um
  steepest point of profile = -37.79 um
  lattice velocity at marker, t_end = -5.249e-05 um/s
  lattice velocity at Matano plane, t_end = -4.507e-05 um/s
Couple 2, D_A = D_B = D_mix(N)
  marker, cells = 0.000 um (size)
Couple 3, D_A - D_B = slope*(N - N_M)
  slope = 0.010 um^2/s, smallest D = 0.00200 um^2/s
  contact marker, cells = 0.066 um (size)
  other marker: start = -40.00 um
  other marker: end, cells = -49.03 um
  other marker: end, velocity law = -49.03 um
Roots of marker equation, couples 1 and 3: [1, 1]
Largest profile error of cells against similarity, couples 1, 2, 3:
  2.4e-06, 2.8e-06, 2.1e-06
Atom count left of marker, couple 1 (as lattice thickness)
  gain of A = -47.24 um, gain of B = 9.45 um
  sum of gains = -37.79 um
  recovered D_A = 0.01000 um^2/s
  recovered D_B = 0.00200 um^2/s
Interdiffusion coefficient at N = 0.5 from couple 1 profile
  true value = 0.00600 um^2/s
  Matano origin: from left = 0.00600 um^2/s, from right = 0.00600 um^2/s
  marker origin: from left = 0.00163 um^2/s, from right = 0.01037 um^2/s
  gap predicted by xi_K/(2 dN/dxi) = 0.00874 um^2/s
success
```
